\section*{The Longitudinal Optical Phonon of MgO from the Nonanalytic Dynamical Matrix}

\section{Problem}

Magnesium oxide is a polar insulator that can serve as a gate dielectric. A phonon calculation with the periodicity of one primitive cell, carried out at zero macroscopic electric field, gives three degenerate optical modes. A long lattice wave, however, can carry a macroscopic field of its own. The field adds a term to the dynamical matrix that depends on the direction of the wavevector $\mathbf q$ even as $q\to0$.

Take a rocksalt crystal with one Mg ion ($\kappa=1$) and one O ion ($\kappa=2$) per primitive cell, and the following rounded data:
\begin{itemize}
\item Born charges $Z_1=+Z$, $Z_2=-Z$ with $Z=1.96$;
\item electronic (clamped-ion) permittivity $\varepsilon_\infty=3.0$;
\item primitive cell volume $V=18.7$ \AA$^3$;
\item transverse optical wavenumber $\tilde\nu_{TO}=400$ cm$^{-1}$;
\item masses $M_1=24.305$ u and $M_2=15.999$ u.
\end{itemize}

\noindent (a) Derive the term that the macroscopic field adds to the dynamical matrix.

\noindent (b) Find all six long-wave modes for an arbitrary direction of $\mathbf q$.

\noindent (c) Compute the longitudinal optical wavenumber and its uncertainty from the rounding of the data.

\noindent (d) Find the dielectric function and the static permittivity.

\noindent (e) Confirm the splitting in a microscopic model of polarizable ions, in which $Z$ and $\varepsilon_\infty$ are results and not inputs.

\noindent (f) Determine how heating, a film thickness of 5 nm and an interface with silicon change the answer.

The algebra uses atomic units, with $e=1$ and $4\pi\epsilon_0=1$. The ions are harmonic and undamped. Frequencies $\omega$ are angular, and $\tilde\nu=\omega/(2\pi c)$.

\section{Solution}

\subsection{(a) The field of a lattice wave}

Let $\mathbf u_\kappa$ be the ionic displacements and $\mathbf E$ the macroscopic field, both varying slowly from cell to cell. To second order, the energy per cell at given field is
\begin{equation}
\mathcal F=\frac12\sum_{\kappa\kappa'}\mathbf u_\kappa\cdot C_{\kappa\kappa'}\mathbf u_{\kappa'}
-\sum_\kappa Z_\kappa\,\mathbf u_\kappa\cdot\mathbf E-\frac{V(\varepsilon_\infty-1)}{8\pi}E^2 .
\label{energy}
\end{equation}
Here $C$ contains the force constants at $\mathbf E=0$, with the electrons relaxed. The Born charges and $\varepsilon_\infty$ are scalars because the crystal is cubic and each ion sits on a cubic site. Differentiation gives the force and the polarization:
\begin{align}
\mathbf f_\kappa&=-\frac{\partial\mathcal F}{\partial\mathbf u_\kappa}
=-\sum_{\kappa'}C_{\kappa\kappa'}\mathbf u_{\kappa'}+Z_\kappa\mathbf E,\label{force}\\
\mathbf P&=-\frac1V\frac{\partial\mathcal F}{\partial\mathbf E}
=\frac1V\sum_\kappa Z_\kappa\mathbf u_\kappa+\frac{\varepsilon_\infty-1}{4\pi}\mathbf E.\label{pol}
\end{align}
The same $Z_\kappa$ appears in both lines because both come from one mixed term of the energy. It is the force per unit field and also the dipole per unit displacement at zero field.

For a wave $e^{i\mathbf q\cdot\mathbf r}$ two electrostatic conditions fix $\mathbf E$. Without retardation the field has no curl, so $\mathbf q\times\mathbf E=0$ and $\mathbf E=E\hat{\mathbf q}$. Without free charge $\mathbf q\cdot(\mathbf E+4\pi\mathbf P)=0$. Inserting (\ref{pol}) in the second condition gives
\begin{equation}
E+(\varepsilon_\infty-1)E+\frac{4\pi}{V}\sum_\kappa Z_\kappa\,\hat{\mathbf q}\cdot\mathbf u_\kappa=0 .
\end{equation}
The first two terms add to $\varepsilon_\infty E$, hence
\begin{equation}
\mathbf E=-\frac{4\pi}{\varepsilon_\infty V}\,\hat{\mathbf q}\sum_\kappa Z_\kappa\,\hat{\mathbf q}\cdot\mathbf u_\kappa .
\label{field}
\end{equation}
The minus sign says that the field opposes the ionic polarization that creates it. Electronic screening divides the field by $\varepsilon_\infty$.

Now put (\ref{field}) in (\ref{force}). The extra force on component $a$ of ion $\kappa$ is $-\sum_{\kappa'b}K^{NA}_{\kappa a,\kappa'b}u_{\kappa'b}$ with
\begin{equation}
K^{NA}_{\kappa a,\kappa'b}=\frac{4\pi}{\varepsilon_\infty V}\,Z_\kappa Z_{\kappa'}\,\hat q_a\hat q_b .
\end{equation}
With mass-weighted amplitudes $\mathbf e_\kappa=\sqrt{M_\kappa}\,\mathbf u_\kappa$ the equation of motion $M_\kappa\omega^2\mathbf u_\kappa=-\mathbf f_\kappa$ becomes an eigenvalue problem for a symmetric matrix. The added part of that matrix is
\begin{equation}
D^{NA}_{\kappa a,\kappa'b}=\frac{4\pi}{\varepsilon_\infty V}\,
\frac{Z_\kappa Z_{\kappa'}\,\hat q_a\hat q_b}{\sqrt{M_\kappa M_{\kappa'}}} .
\label{dna}
\end{equation}
It contains $\hat q_a\hat q_b=q_aq_b/q^2$, which has no unique limit at $\mathbf q=0$; this is why it is called nonanalytic. In a less symmetric crystal $Z_\kappa$ and $\varepsilon_\infty$ are tensors. The same steps then replace $Z_\kappa\hat q_a$ by $\sum_c\hat q_cZ_{\kappa,ca}$, where $c$ is the direction of polarization, and $\varepsilon_\infty$ by $\hat{\mathbf q}\cdot\varepsilon_\infty\hat{\mathbf q}$.

\subsection{(b) The six modes}

The analytic part follows from symmetry. Cubic site symmetry makes $C_{11}$ a multiple of the unit matrix; call it $k_{TO}\mathbf 1$. A rigid translation causes no force, so $C_{11}+C_{12}=0$ and $C_{21}+C_{22}=0$. Since $C$ is symmetric, $C_{12}=C_{21}=-k_{TO}\mathbf 1$ and $C_{22}=k_{TO}\mathbf 1$. The products $Z_\kappa Z_{\kappa'}$ show the same signs: $Z^2$ on the diagonal and $-Z^2$ off it. The total force-constant matrix is therefore
\begin{equation}
K=\begin{pmatrix}1&-1\\-1&1\end{pmatrix}\otimes
\left(k_{TO}\mathbf 1+k_{NA}\hat{\mathbf q}\hat{\mathbf q}^{T}\right),\qquad
k_{NA}=\frac{4\pi Z^2}{\varepsilon_\infty V}.
\end{equation}

The second factor has the eigenvector $\hat{\mathbf q}$ with eigenvalue $k_{TO}+k_{NA}$, and two eigenvectors across $\hat{\mathbf q}$ with eigenvalue $k_{TO}$. For each of these polarizations, with eigenvalue $k$, a $2\times2$ problem remains:
\begin{equation}
D=k\begin{pmatrix}1/M_1&-1/\sqrt{M_1M_2}\\-1/\sqrt{M_1M_2}&1/M_2\end{pmatrix}.
\label{block}
\end{equation}
Its determinant is $k^2[1/(M_1M_2)-1/(M_1M_2)]=0$, so one eigenvalue is zero. The other equals the trace,
\begin{equation}
\omega^2=k\left(\frac1{M_1}+\frac1{M_2}\right)=\frac k\mu,\qquad \mu=\frac{M_1M_2}{M_1+M_2}.
\end{equation}
The zero eigenvalue belongs to $\mathbf u_1=\mathbf u_2$, the acoustic mode. The other belongs to $M_1\mathbf u_1+M_2\mathbf u_2=0$, in which the ions move against each other about a fixed centre of mass.

There are thus three acoustic modes at zero, two transverse optical modes with $\omega_{TO}^2=k_{TO}/\mu$, and one longitudinal optical mode with
\begin{equation}
\omega_{LO}^2=\omega_{TO}^2+\frac{4\pi Z^2}{\varepsilon_\infty V\mu}.
\label{result}
\end{equation}
The transverse modes are unchanged because $\hat{\mathbf q}\cdot\mathbf u_\kappa=0$: their polarization has no divergence, hence no bound charge and no field. In the cubic crystal $\omega_{LO}$ does not depend on the direction of $\mathbf q$, although the matrix does. For $Z\to0$ or $\varepsilon_\infty\to\infty$ the splitting vanishes.

\subsection{(c) Numbers}

The reduced mass is $\mu=24.305\times15.999/40.304=9.6481$ u. In eV and \AA, the squared charge is $e^2/(4\pi\epsilon_0)=14.3996$ eV\,\AA. A mass of 1 u vibrating at 1 cm$^{-1}$ corresponds to a force constant $s=3.67739\times10^{-6}$ eV/\AA$^2$. Then
\begin{align}
k_{TO}&=s\,\mu\,\tilde\nu_{TO}^2=3.67739\times10^{-6}\times9.6481\times400^2=5.677\ \text{eV/\AA}^2,\\
k_{NA}&=\frac{4\pi\times14.3996\times1.96^2}{3.0\times18.7}=12.391\ \text{eV/\AA}^2 .
\end{align}
The macroscopic field contributes about twice the stiffness present without it.

Dividing by $s\sqrt{M_\kappa M_{\kappa'}}$ turns the longitudinal block (\ref{block}) into squared wavenumbers, in cm$^{-2}$ and with rows and columns in the order Mg, O:
\begin{equation}
\begin{pmatrix}63513&-78283\\-78283&96487\end{pmatrix}+
\begin{pmatrix}138636&-170874\\-170874&210610\end{pmatrix}=
\begin{pmatrix}202149&-249157\\-249157&307096\end{pmatrix}.
\end{equation}
Each entry is rounded separately from the unrounded values, so the last digit of a sum can differ by one. The trace of the first matrix is $160000=400^2$. The trace of the sum is $202149+307096=509245$, and this is the nonzero eigenvalue. Therefore
\begin{equation}
\tilde\nu_{LO}=\sqrt{160000+349245}\ \text{cm}^{-1}=714\ \text{cm}^{-1},
\end{equation}
or a phonon energy of 88.5 meV.

To see how far the data support these digits, write $\Delta=\tilde\nu_{LO}^2-\tilde\nu_{TO}^2$, which is proportional to $Z^2/(\varepsilon_\infty V)$, and differentiate:
\begin{equation}
2\tilde\nu_{LO}\,\delta\tilde\nu_{LO}=2\tilde\nu_{TO}\,\delta\tilde\nu_{TO}
+\Delta\left(\frac{2\delta Z}{Z}-\frac{\delta\varepsilon_\infty}{\varepsilon_\infty}-\frac{\delta V}{V}\right).
\label{sens}
\end{equation}
Half a unit in the last digit of $\varepsilon_\infty$ is 0.05. It moves the result by $349245\times(0.05/3.0)/(2\times713.6)=4.1$ cm$^{-1}$. The half-widths 0.005 in $Z$, 0.05 \AA$^3$ in $V$ and 0.5 cm$^{-1}$ in $\tilde\nu_{TO}$ contribute 1.2, 0.7 and 0.3 cm$^{-1}$. Recomputing (\ref{result}) at all combinations of these limits gives a range from 707 to 720 cm$^{-1}$. The permittivity, given to two figures, dominates.

Two substitutions show what the factors mean. If $V$ is taken as the cubic cell, four times larger, while $Z$ and $\mu$ still describe one ion pair, the added term falls to a quarter and the result is 497 cm$^{-1}$. The cubic cell may be used if its contents are counted too: four pairs moving together have charge $4Z$ and reduced mass $4\mu$, and $(4Z)^2/(4V\cdot4\mu)=Z^2/(V\mu)$. If instead the electronic screening is left out, the added term is three times too large and the result is 1099 cm$^{-1}$.

\subsection{(d) Dielectric function}

Let a uniform field of frequency $\omega$ act on the crystal. The equations of motion along the field are
\begin{equation}
M_1\ddot u_1=-k_{TO}(u_1-u_2)+ZE,\qquad M_2\ddot u_2=k_{TO}(u_1-u_2)-ZE .
\end{equation}
Divide each by its mass and subtract. With $w=u_1-u_2$,
\begin{equation}
\mu\ddot w=-k_{TO}w+ZE\quad\Longrightarrow\quad w=\frac{ZE}{\mu(\omega_{TO}^2-\omega^2)} .
\end{equation}
From (\ref{pol}), $P=Zw/V+(\varepsilon_\infty-1)E/4\pi$, and $\varepsilon=1+4\pi P/E$ becomes
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty+\frac{4\pi Z^2}{V\mu(\omega_{TO}^2-\omega^2)}
=\varepsilon_\infty\frac{\omega_{LO}^2-\omega^2}{\omega_{TO}^2-\omega^2} .
\label{eps}
\end{equation}
The second form follows because (\ref{result}) gives $4\pi Z^2/(V\mu)=\varepsilon_\infty(\omega_{LO}^2-\omega_{TO}^2)$. The zero of $\varepsilon$ lies at $\omega_{LO}$: there a longitudinal field can exist with zero displacement field and no external charge.

At $\omega=0$ equation (\ref{eps}) gives the Lyddane--Sachs--Teller relation,
\begin{equation}
\varepsilon_0=\varepsilon_\infty\frac{\omega_{LO}^2}{\omega_{TO}^2}=3.0\times\frac{509245}{160000}=9.5 .
\end{equation}
Of this static permittivity, 6.5 comes from the ions. At fixed $Z$, $V$, $\mu$ and $\varepsilon_\infty$, a softer transverse mode raises $\varepsilon_0$, since the ionic part is $4\pi Z^2/(V\mu\omega_{TO}^2)$.

\subsection{(e) A lattice of polarizable ions}

Replace the crystal by point ions with bare charges $\pm Q$ and polarizabilities $\alpha_1,\alpha_2$, joined by springs of total stiffness $k_s$ for relative motion. The static charges exert no net linear force on one displaced ion: the curvature of their potential is isotropic at a cubic site and has zero trace by Laplace's equation, so it vanishes. What remains is the interaction of dipoles. In the long-wave limit the field at each cubic site is the Lorentz field
\begin{equation}
F=E+\frac{4\pi}{3}P,\qquad VP=Qw+AF,\qquad A=\alpha_1+\alpha_2 .
\end{equation}
Define $x=4\pi A/(3V)$.

First clamp the ions, $w=0$. Then $P=(A/V)(E+4\pi P/3)$, so $4\pi P=3xE/(1-x)$ and
\begin{equation}
\varepsilon_\infty=1+\frac{3x}{1-x}=\frac{1+2x}{1-x},\qquad
1-x=\frac3{\varepsilon_\infty+2},\qquad 1+2x=\frac{3\varepsilon_\infty}{\varepsilon_\infty+2}.
\end{equation}

Next set $E=0$, as in a transverse wave. Then $F=4\pi P/3$ and $VP=Qw+xVP$, which gives $VP=Qw/(1-x)$. The Born charge and the force constant are
\begin{equation}
Z=\frac{\varepsilon_\infty+2}{3}Q,\qquad k_{TO}=k_s-\frac{QF}{w}=k_s-\frac{4\pi QZ}{3V}.
\end{equation}
The local field pulls the ions further apart and softens the mode.

In a longitudinal wave $E=-4\pi P$, so $F=-8\pi P/3$ and $VP=Qw-2xVP$. Hence $VP=Qw/(1+2x)=Zw/\varepsilon_\infty$ and
\begin{equation}
k_{LO}=k_s-\frac{QF}{w}=k_s+\frac{8\pi QZ}{3V\varepsilon_\infty}.
\end{equation}
The local field now pulls the ions back. The difference is
\begin{equation}
k_{LO}-k_{TO}=\frac{4\pi QZ}{3V}\left(1+\frac2{\varepsilon_\infty}\right)
=\frac{4\pi Z}{V\varepsilon_\infty}\,\frac{(\varepsilon_\infty+2)Q}{3}=\frac{4\pi Z^2}{\varepsilon_\infty V},
\end{equation}
which is $k_{NA}$. The bare charge has combined with the local-field factor into the second power of the Born charge.

To match the given data the model needs $Q=3\times1.96/5=1.176$, $A=1.786$ \AA$^3$ and $k_s=13.111$ eV/\AA$^2$. A direct Ewald summation of the dipole interactions, with $A$ divided into 0.100 \AA$^3$ on Mg and 1.686 \AA$^3$ on O, gives back $Z=1.960$ and $\varepsilon_\infty=3.000$. Its longitudinal wavenumber is 713.61 cm$^{-1}$ for small $\mathbf q$ along each of [100], [110], [111] and [123], equal to the value from (\ref{result}). This confirms the algebra; it does not test the data for MgO. Further values are in the numerical output.

\subsection{(f) Heating, films and interfaces}

\paragraph{Heating.} Take a rough volume expansion coefficient of $3\times10^{-5}$ K$^{-1}$ and a rough Gr\"uneisen parameter of 2.5, so that $\omega_{TO}\propto V^{-2.5}$. Heating by 100 K expands the cell by 0.3\% and lowers $\tilde\nu_{TO}$ by 3.0 cm$^{-1}$. With $Z$ and $\varepsilon_\infty$ held fixed, (\ref{sens}) gives
\begin{equation}
\delta\tilde\nu_{LO}\approx\frac{2\times400\times(-2.98)-349245\times0.003}{2\times713.6}\ \text{cm}^{-1}=-2.4\ \text{cm}^{-1}.
\end{equation}
Anharmonic shifts at fixed volume and the linewidth are not included.

\paragraph{Range of wavevectors.} The limit $q\to0$ means $q$ small against the zone scale $2\pi/a=14.9$ nm$^{-1}$, where $a$ is the cubic edge. A standing wave across a 5 nm film has $q=\pi/d=0.63$ nm$^{-1}$. At this $q$ along [100], the lattice of part (e), with isotropic nearest-neighbour springs, gives a longitudinal wavenumber lower by 0.3 cm$^{-1}$. With springs that act only along the bonds the shift is 1.1 cm$^{-1}$, so the figure depends on the model, but it is small in both cases. The second value is the better guide. With isotropic springs the lattice is unstable: its longitudinal acoustic branch along [100] has $\omega^2<0$. With springs along the bonds the frequencies at the zone-boundary points X, L, K and W are all real. The long-wave results of part (e) involve only the total stiffness $k_s$ and are the same for both choices, and neither choice is fitted to the phonon dispersion of MgO. This estimates the effect of finite $q$ across the film alone: the bonds at the film surfaces are not treated, and waves running along the film are considered below.

At the other end, the neglect of retardation requires $q$ to be large against the wavevector of light, $\sqrt{\varepsilon_\infty}\,\omega_{LO}/c=7.8\times10^{-4}$ nm$^{-1}$. Near or below it, transverse vibrations mix with light. The longitudinal mode of the infinite cubic crystal is unaffected, because its field follows from Gauss's law.

\paragraph{Interface with silicon.} Let MgO fill $z>0$ and silicon $z<0$, with the permittivity of silicon, which is about 12, set to $\varepsilon_s=11.7$ for this estimate. A wave bound to the interface has the potential $\phi=\phi_0e^{iq_\parallel x-q_\parallel|z|}$, which satisfies Laplace's equation on both sides and is continuous. Continuity of the normal displacement field, $-\varepsilon\,\partial\phi/\partial z$, requires $\varepsilon(\omega)q_\parallel=-\varepsilon_sq_\parallel$, or $\varepsilon(\omega)+\varepsilon_s=0$. Inserting (\ref{eps}) and multiplying by $\omega_{TO}^2-\omega^2$,
\begin{equation}
\varepsilon_\infty(\omega_{LO}^2-\omega^2)+\varepsilon_s(\omega_{TO}^2-\omega^2)=0 .
\end{equation}
With $\varepsilon_\infty\omega_{LO}^2=\varepsilon_0\omega_{TO}^2$ this gives
\begin{equation}
\omega^2=\omega_{TO}^2\,\frac{\varepsilon_0+\varepsilon_s}{\varepsilon_\infty+\varepsilon_s},\qquad
\tilde\nu=400\sqrt{\frac{9.548+11.7}{3.0+11.7}}\ \text{cm}^{-1}=481\ \text{cm}^{-1}.
\end{equation}
Silicon screens the field of the mode and so removes much of the stiffness that the field supplies in bulk MgO. For $\varepsilon_s\to\infty$ the mode falls to $\omega_{TO}$. The formula requires $q_\parallel d\gg1$, which for a 5 nm film means $q_\parallel$ well above 0.2 nm$^{-1}$. Retardation is negligible when $q_\parallel$ is large against the wavevector of light in silicon, $\sqrt{\varepsilon_s}\,\omega/c=1.0\times10^{-3}$ nm$^{-1}$, which is then amply met. The formula also leaves out free carriers in the silicon and any interlayer.

At smaller $q_\parallel$ the fields of the two film faces overlap, and the thickness matters much more than it does for a standing wave across the film. With silicon on both sides, potentials even and odd about the middle of the film give
\begin{equation}
\varepsilon(\omega)\tanh\frac{q_\parallel d}2=-\varepsilon_s,\qquad
\varepsilon(\omega)\coth\frac{q_\parallel d}2=-\varepsilon_s .
\end{equation}
For $d=5$ nm and $q_\parallel=0.2$ nm$^{-1}$ these modes lie at 444 and 534 cm$^{-1}$. As $q_\parallel d\to0$, without retardation, they approach $\omega_{TO}$ and $\omega_{LO}$. The material on the far face matters. An ideal metal gate sets $\phi=0$ there and leaves one mode with $\varepsilon(\omega)\coth(q_\parallel d)=-\varepsilon_s$, at 498 cm$^{-1}$ for the same $d$ and $q_\parallel$ and at 482 cm$^{-1}$ for $q_\parallel=0.5$ nm$^{-1}$.

\paragraph{Comparison with real MgO.} The input values are typical of MgO, whose measured static permittivity is roughly 10 and whose longitudinal wavenumber is roughly 700 cm$^{-1}$; the results 9.5 and 714 cm$^{-1}$ lie in that region. Among the effects estimated here, that of the interface is the largest. Rounding moves the longitudinal wavenumber by about 6 cm$^{-1}$ and heating by 100 K moves it by about 2 cm$^{-1}$, whereas the interface with silicon adds a separate polar mode, which for $q_\parallel d\gg1$ lies about 230 cm$^{-1}$ below the bulk longitudinal mode. A model of electrons in the silicon channel scattered by polar phonons of the oxide therefore needs the modes of the layered structure, whose fields reach into the channel.

\section*{Numbers as computed}
\begin{verbatim}
Born charge: 1.96 e; electronic permittivity: 3.0
primitive cell volume: 18.7 A^3; cubic edge: 4.213 A
transverse wavenumber: 400 1/cm
masses Mg, O: 24.305, 15.999 u; reduced: 9.6481 u
e^2/(4 pi eps0): 14.3996 eV A
force constant of 1 u at 1 1/cm: 3.67739e-06 eV/A^2
transverse force constant: 5.677 eV/A^2
nonanalytic force constant: 12.391 eV/A^2
analytic block MgMg, OO, MgO: 63513, 96487, -78283 1/cm^2
nonanalytic block MgMg, OO, MgO: 138636, 210610, -170874 1/cm^2
total block MgMg, OO, MgO: 202149, 307096, -249157 1/cm^2
transverse wavenumber squared: 160000 1/cm^2
added to squared wavenumber: 349245 1/cm^2
longitudinal wavenumber squared: 509245 1/cm^2
longitudinal wavenumber, formula: 713.61 1/cm
longitudinal phonon energy: 88.48 meV
lattice model bare charge: 1.176 e; spring: 13.111 eV/A^2
lattice model polarizabilities Mg, O: 0.100, 1.686 A^3
measured in lattice: Born charge 1.9600 e, permittivity 3.0000
lattice longitudinal, q along 100, 110, 111, 123: 713.61, 713.61, 713.61, 713.61 1/cm
zero of lattice permittivity: 713.61 1/cm
static permittivity, formula: 9.548; lattice: 9.548
error, cubic cell volume used: 497.3 1/cm
error, electronic screening left out: 1099.0 1/cm
input half-widths: 0.005 e, 0.05 (permittivity), 0.05 A^3, 0.5 1/cm
longitudinal range from input rounding: 707.4 to 720.0 1/cm
rough volume expansion: 3e-05 1/K; rough Grueneisen: 2.5
shift on heating by 100 K: transverse -2.98, longitudinal -2.40 1/cm
film thickness: 5 nm; standing wavevector: 0.628 1/nm
lattice longitudinal at that wavevector: 713.27 1/cm (shift -0.34)
light wavevector at longitudinal frequency: 7.77e-04 1/nm
zone scale 2 pi/a: 14.91 1/nm
silicon permittivity (rough): 11.7
thick-film interface mode against silicon: 480.9 1/cm
\end{verbatim}
